Image-force lowering of a Schottky barrier on a uniformly doped depletion layer, part 2

An electron leaving a metal for an n-type semiconductor is attracted by its image charge and pulled away by the depletion field. Together they round the barrier and lower its top. The question is how well a simple law gives this lowering for an oxide diode.

**Conventions.** The metal fills x < 0. Algebra is in atomic units; for nm and eV, each factor of squared charge becomes 1.440 eV nm. Φ_B0 is the conduction-band edge at the interface without the image term, measured from the metal Fermi level. N is the density of ionized donors, m the electron mass in the semiconductor, κ_s the static dielectric constant and κ_i that of the image response. The mean electrostatic electron energy v(x) is measured from the band edge in the neutral bulk, and v(0) = ψ is the band bending:

ψ = Φ_B0 − (E_C − E_F)_bulk + V_R,

with V_R the reverse bias as an energy. The interface force is F = −v′(0). For full depletion up to the width W, F = 2ψ/W.

**Earlier results.** Near the interface the electron energy is

E(x) = Φ_B0 − Fx − 1/(4κ_i x).

Its maximum lies at x_m = 1/[2√(κ_iF)], below Φ_B0 by the simple fourth-root law

Δ₀ = √(F/κ_i) = [8πNψ/(κ_sκ_i²)]^(1/4).

Because the field weakens with distance, the lowering becomes

Δ = Δ₀ − 1/(8κ_iW),

a relative curvature reduction of x_m/(4W).

**Example.** An amorphous In-Ga-Zn-O film has N = 10¹⁷ cm⁻³, Φ_B0 = 0.9 eV, κ_s = 12, electron mass 0.34, thickness 200 nm and temperature 300 K (kT = 0.02585 eV). At zero bias with κ_i = 12, ψ = 0.799 eV, W = 102.9 nm, x_m = 1.39 nm, Δ₀ = 0.0432 eV, and the curvature reduction is 0.34 %. At 1 V reverse bias ψ = 1.799 eV.

**Let mobile electrons fill the edge of the layer.** The edge at W is not sharp. In a nondegenerate semiconductor the electron density is N exp(−v/kT), which equals N in the neutral bulk. The net positive charge gives

v″ = (4πN/κ_s)[1 − exp(−v/kT)].

Multiply by v′ and integrate from the bulk, where v and v′ vanish, to the interface, where v = ψ:

½F² = (4πN/κ_s) ∫₀^ψ [1 − exp(−u/kT)] du,

F² = (8πN/κ_s){ψ − kT[1 − exp(−ψ/kT)]}.

For ψ ≫ kT the exponential is negligible and ψ is replaced by ψ − kT. The electrons near the edge cancel part of the donor charge and so weaken the interface field. The lowering is multiplied by (1 − kT/ψ)^(1/4), a reduction of 0.82 % at zero bias. Under reverse bias the same formula assumes that electrons at the layer edge remain in equilibrium with the bulk.

**Test of both corrections.** The last differential equation was solved numerically, the image term was added, and the maximum was located. At zero bias and κ_i = 12 the lowering found in this way is 0.04266 eV. The simple law gives 0.04316 eV, and the law with both corrections gives 0.04266 eV. The other three combinations of bias (0 and 1 V) and image constant (12 and 4) agree with the corrected law to about 0.00001 eV. These digits test the algebra and do not express knowledge of a real contact.

The exponents can be read from the same numerical barriers. Raising N fourfold at fixed ψ gives an effective exponent of 0.2489. Raising ψ fourfold at fixed N gives 0.2561. Both deviations from 0.25 follow from the two corrections:

- The relative curvature reduction x_m/(4W) varies as N^(1/4) at fixed ψ. A fourfold N raises it from 0.34 % to 0.48 %, which changes the exponent by −0.0014/ln 4 = −0.001.
- At fixed N the curvature reduction varies as ψ^(−3/4) and falls to 0.12 %, while the thermal reduction falls from 0.82 % to 0.20 %. Together they raise the exponent by about 0.0084/ln 4 = 0.006.

Within this model the fourth-root law is thus accurate to within 1.5 per cent for the oxide diode at 0 and 1 V. The larger uncertainties lie in the physics outside the model.

**Which dielectric constant belongs to the image?** If the lattice cannot follow the electron, only the electronic polarization screens the image, and κ_i is the optical constant. A rough value for the oxide is 4. At fixed F the lowering then rises by √(12/4) = 1.73, from 0.043 to 0.075 eV at zero bias, and x_m moves out to 2.4 nm (24 Å).

To judge between the limits, compare the time the electron spends near the barrier with the response time of the lattice. For a phonon energy of 0.05 eV, taken as a rough value, ħ/(phonon energy) is 13 fs. The mean forward speed of a thermal electron follows from averaging over the half of the Maxwell distribution that moves forward:

∫₀^∞ u exp(−mu²/2kT) du / ∫₀^∞ exp(−mu²/2kT) du = √[2kT/(πm)].

Crossing x_m = 1.39 nm at this speed takes 15 fs. If the electron diffuses instead, the time is about x_m²/(2D), where D is the mobility times kT/q. With a mobility of 10 cm²/Vs, D = 0.26 cm²/s and the time is 37 fs.

The Drude estimate of the mean free path is 0.36 nm, shorter than x_m, which favours the diffusive time. It is also far shorter than the thermal wavelength √[2π/(m kT)] = 7.4 nm, so it is a sign of strong scattering and not a literal path length. But at this distance neither time is much longer than the lattice time. At the top for κ_i = 4, x_m = 2.4 nm, the same estimates give 26 fs and 112 fs. All four times assume force-free motion and are upper estimates, because between x_m and the metal the net force pulls the electron towards the metal. With that force, and with no return beyond x_m as in x_m²/(2D), the mean diffusive time is (1/D) ∫₀^x_m dy ∫_y^x_m dz exp{[E(y) − E(z)]/kT}. It is about 15 fs for κ_i = 12 and 36 fs for κ_i = 4, and the ballistic times fall to about 10 fs and 15 fs. These lie within a factor of three of the lattice time, so the estimates do not select either limit. The values 0.043 and 0.075 eV are best used as two limits of a one-constant model, and their separation is a large uncertainty in the lowering. A poorly known donor density can matter as much.

**Replace smeared donors by random ones.** The characteristic spacing N^(−1/3) of the donors is 21.5 nm, much larger than x_m. The energy at the barrier top therefore varies along the interface. A donor at distance r₁ from the electron, together with its own image at distance r₂, changes the electron energy by

w = −(1/κ_s)(1/r₁ − 1/r₂).

Divide the semiconductor into small cells of volume dV. For independently placed donors the number in each cell has the variance N dV, and different cells are independent. The variances add:

σ² = N ∫ w² dV = (N/κ_s²) ∫ over x > 0 of (1/r₁ − 1/r₂)² dV.

Reflection in the interface exchanges r₁ and r₂ and leaves the integrand unchanged. The integral is therefore half of that over all space. Let the electron and its mirror point be b = 2x_m apart. The Fourier transform of 1/r is 4π/p², and shifting the origin by b multiplies it by a phase. The integral of the squared function equals that of the squared transform, with the weight d³p/(2π)³. The squared modulus of the difference of two phases, averaged over directions, is 2[1 − sin(pb)/(pb)]. Hence the integral over all space is

[4π/(2π)³] ∫₀^∞ p² (16π²/p⁴) · 2[1 − sin(pb)/(pb)] dp = 16b ∫₀^∞ (t − sin t)/t³ dt,

where t = pb. Integrating by parts twice,

∫₀^∞ (t − sin t)/t³ dt = ½∫₀^∞ (1 − cos t)/t² dt = ½∫₀^∞ (sin t)/t dt = π/4.

The boundary terms vanish at both ends. The integral over all space is 4πb = 8πx_m, half of it is 4πx_m, and

σ² = 4πNx_m/κ_s².

A direct numerical integration over the half-space gives 0.99999 times 4πx_m. For the example,

σ = (1.440/12) √(4π × 10⁻⁴ × 1.39) eV = 0.005 eV.

This is 12 % of the lowering and a fifth of kT. It is the root-mean-square spread at a fixed distance x_m. It is not the typical spread, because most of it comes from rare donors close to the barrier top, each of which makes a deep local dip. Measure the donor position from the interface point below the electron, with distance r and angle ϑ from the normal. For r ≫ x_m the bracket 1/r₁ − 1/r₂ is about 2x_m cos ϑ/r², so donors beyond a radius R give 8πx_m²/(3R), a fraction 2x_m/(3R) of the integral. For R = 5 nm this fraction is only about 0.19, while the chance of a donor inside R is about (2π/3)NR³ = 0.026. Over the rest of the interface the spread is about 0.002 eV.

**Allow tunnelling near the top.** An electron slightly below the maximum can pass through it. Let ε be its energy relative to the top and T(ε) its transmission. Relative to classical emission, where T jumps from 0 to 1 at ε = 0, the current is multiplied by

G = (1/kT) ∫ T(ε) exp(−ε/kT) dε.

Below the top the estimate uses T = 1/(1 + e^θ), where θ is twice the WKB integral of √[2m(E − energy)] between the turning points, with the field held constant. Above the top the barrier is replaced by an inverted parabola of the same curvature, for which T = 1/[1 + exp(−2πε/ω)] and

ω² = |E″(x_m)|/m = 1/(2κ_i m x_m³).

At zero bias with κ_i = 12 this estimate gives G = 1.28, equivalent to an extra lowering of kT ln G = 0.006 eV. At 1 V it gives G = 1.58, or 0.012 eV. Inserting x_m into ω shows why the field matters: ω varies as F^(3/4) at fixed κ_i, so in this estimate a stronger field makes a sharper and more transparent top.

With κ_i = 4 the zero-bias result is G = 1.17, or 0.004 eV. For κ_i = 4 at 1 V the output shows "nan", meaning that no valid number was obtained. At the top itself the two turning points coincide, and the program takes the square root of a difference that should be exactly zero. Rounding has made it slightly negative; no other step of the estimate can give an invalid number. No value is used for that case.

Between 0 and 1 V with κ_i = 12, image lowering grows by 0.0097 eV and the estimated tunnelling contribution by 0.0055 eV. A slope of ln(current) against ψ^(1/4) would therefore not give the doping reliably through the fourth-root law alone. The error is amplified on inversion, since N varies as Δ⁴ at fixed ψ. The tunnelling numbers are not reliable corrections, however. At zero bias with κ_i = 12, ω is 0.071 eV, larger than Δ₀ itself, so the potential changes too quickly for the WKB integral and the parabola to be trusted. The estimate also leaves out the reflection of electron waves at the steep metal side, which can cancel the gain or turn it into a loss. Finally, it assumes coherent motion, which the short mean free path puts in doubt.

**Temperature.** At 350 K and zero bias, with Φ_B0 held fixed, Δ₀ is 0.0428 eV, almost the same as at 300 K. The small decrease arises because the bulk Fermi level moves further below the band edge and reduces ψ. The emission factor exp(Δ₀/kT) falls from 5.3 to 4.1, mainly because kT is larger.

**Beside a real contact.** The parameters describe the regime of high-work-function metals on amorphous In-Ga-Zn-O, but they are rough. The donor density in particular depends strongly on oxygen content and processing. Real films also have electronic states in the gap, which break the assumption of one uniform donor density. If deep donors doubled the positive charge throughout the layer at fixed ψ, the lowering would rise from 0.043 to 0.051 eV. Interfacial layers and lateral variations of Φ_B0 are not included, and they can change the barrier itself. The assumed gap is 3.1 eV, larger than the band bending of 1.8 eV at 1 V. An electron falling through the layer therefore cannot gain enough energy to ionize across the gap, and the valence band at the interface stays below the conduction band in the bulk. Processes through gap states are not excluded by this argument.

**Use in a calculation.** If the current is described by thermionic emission with a fixed prefactor, a fixed barrier is adequate when the growth of the emission factor between 0 and 1 V is unimportant. Image lowering alone gives a factor of about 1.5 for κ_i = 12 and about 1.9 for κ_i = 4, and tunnelling can add to it. Otherwise the barrier should be reduced by √(F/κ_i), with F taken from the mean electrostatic potential at the interface. This form also covers nonuniform doping and thin films, provided that F changes little over x_m and that x_m is much smaller than the film thickness. If x_m is comparable with the film thickness, the images in the second contact matter too. If the fitted barrier already contains the lowering at one bias, only the further lowering relative to that bias should be subtracted from it. In either case the emission factor assumes thermionic emission with a fixed prefactor. That assumption is doubtful for this diode. Thermionic emission carries electrons over the top with the effective velocity √[kT/(2πm)] = 4.6 × 10⁶ cm/s. The drift velocity, which is the mobility times the interface field, is only 1.6 × 10⁶ cm/s at zero bias and 2.3 × 10⁶ cm/s at 1 V. Transport near the barrier top therefore limits the current, and the prefactor depends on the field and on the shape of the rounded top. The factor exp(Δ/kT) is then not the factor by which the image force raises the current. The factors given above describe the lowering of the barrier and not the full change of the current. The numerical output lists the lowering for both biases and both image constants.

Computed results

```
donor density 1.0e+17 cm^-3; barrier 0.9 eV
static, optical constants 12, 4; mass 0.34 m_e
film 200 nm; gap 3.1 eV; mobility 10 cm2/Vs
temperature 300 K; kT 0.02585 eV
band states 4.975e+18 cm^-3
N / band states 0.0201
bulk E_C - E_F 0.1010 eV
image energy, numerical/formula 1.00000
-- reverse bias 0 V: band bending 0.7990 eV
   width 102.9 nm; field 0.1552 MV/cm
   image constant 12: x_m 1.390 nm = 13.90 A
     lowering, fourth-root law 0.04316 eV
     with both corrections 0.04266 eV
     numerical Poisson + image 0.04266 eV
     tunnel gain 1.278 = 0.0063 eV more
   image constant 4: x_m 2.408 nm = 24.08 A
     lowering, fourth-root law 0.07475 eV
     with both corrections 0.07370 eV
     numerical Poisson + image 0.07369 eV
     tunnel gain 1.173 = 0.0041 eV more
-- reverse bias 1 V: band bending 1.7990 eV
   width 154.5 nm; field 0.2329 MV/cm
   image constant 12: x_m 1.135 nm = 11.35 A
     lowering, fourth-root law 0.05287 eV
     with both corrections 0.05258 eV
     numerical Poisson + image 0.05258 eV
     tunnel gain 1.577 = 0.0118 eV more
   image constant 4: x_m 1.966 nm = 19.66 A
     lowering, fourth-root law 0.09157 eV
     with both corrections 0.09095 eV
     numerical Poisson + image 0.09094 eV
     tunnel gain nan = nan eV more
exponent of doping 0.2489; of bending 0.2561
-- zero bias, static image constant:
field-curvature reduction x_m/(4W) 0.338 %
thermal-tail reduction 0.819 %
top vanishes below bending 0.0092 eV
classical current factor 5.31
donor integral / (4 pi) 0.99999
random-donor spread 0.0050 eV
mean donor spacing 21.5 nm
lowering, charge doubled 0.0513 eV
crossing time, ballistic 15.1 fs
crossing time, diffusive 37.4 fs
lattice time for 0.05 eV phonon 13.2 fs
mean free path 0.357 nm
at 350 K: lowering 0.04283 eV, factor 4.14
```
